\section*{Space-Charge-Limited Current with Exponentially Distributed Traps, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation of the current law}

\subsection{The decision that depends on the result}

Suppose that the current through a trap-rich memory film has been fitted at one thickness, and a device simulation now needs it at another. The fit gives a power $J \propto V^{m}$ at fixed temperature. One must decide which power of the thickness $L$ belongs to it, and what the fitted prefactor says about the trap density. For traps whose density falls exponentially below the conduction band, the drift model derived here answers both questions. As long as diffusion is negligible, which requires $qV/(kT)$ well above several hundred, the thickness power is $L^{-(2m-1)}$, and the prefactor contains the trap density multiplied by a thermal occupation factor $s$ that should not be set to one without thought.

Let the trap distribution have the characteristic temperature $T_t$, let the film have the temperature $T$, and define
\begin{equation}
l = \frac{T_t}{T}, \qquad s = \frac{\pi/l}{\sin(\pi/l)}, \qquad l > 1 .
\label{eq:defs}
\end{equation}
The result is
\begin{equation}
J = q \mu N_c \left( \frac{2l+1}{l+1} \right)^{l+1} \left[ \frac{l}{l+1} \, \frac{\varepsilon}{q s N_t} \right]^{l} \frac{V^{l+1}}{L^{2l+1}} .
\label{eq:law}
\end{equation}
Here $q>0$ is the elementary charge, $\mu$ the mobility of free electrons, $N_c$ the effective density of states of the conduction band, $N_t$ the total trap density per volume, and $\varepsilon$ the permittivity.

\subsection{Geometry, signs and charge}

Electrons enter at an ohmic cathode at $x=0$ and leave at the anode at $x=L$. The electric field $\mathcal{E}$ points toward the cathode, so it is negative. We use the positive magnitude $F = -\mathcal{E}$. With the electrostatic potential $\phi$, the definition $\mathcal{E} = -d\phi/dx$ gives $F = d\phi/dx$, and therefore
\begin{equation}
V = \phi(L) - \phi(0) = \int_0^L F \, dx .
\label{eq:V}
\end{equation}
This identifies the applied voltage with the electrostatic drop, which is appropriate while diffusion is neglected. The conventional current density is negative in these coordinates; $J$ denotes its magnitude.

The traps are taken as neutral when empty and negative when occupied. Any charge present before injection is assumed to be compensated and small. With free density $n$ and trapped density $n_t$, the charge density is $-q(n+n_t)$. Gauss's law, $d\mathcal{E}/dx = -q(n+n_t)/\varepsilon$, then becomes
\begin{equation}
\frac{dF}{dx} = \frac{q (n + n_t)}{\varepsilon} .
\label{eq:gauss}
\end{equation}
Two minus signs have cancelled: the field grows in magnitude toward the anode because each layer of electrons adds to it. In the trap-limited regime $n \ll n_t$, and the free charge is dropped from this equation. It is kept in the current, because the trapped electrons do not move.

\subsection{From free density to trapped density}

Free and trapped electrons are assumed to share one local quasi-Fermi energy $E_F$. This requires exchange with the traps to be fast compared with changes of the applied voltage. For a nondegenerate band with edge $E_c$,
\begin{equation}
\nu \equiv \frac{n}{N_c} = \exp\left( - \frac{E_c - E_F}{kT} \right), \qquad \nu \ll 1 .
\label{eq:nu}
\end{equation}

Let $w = E_c - E > 0$ be the depth of a trap. The trap density per energy is
\begin{equation}
h(w) = \frac{N_t}{k T_t} \exp\left( - \frac{w}{k T_t} \right) ,
\label{eq:h}
\end{equation}
whose integral over $0 < w < \infty$ is $N_t$. Each trap holds one electron and has no degeneracy factor. Its occupation probability is
\begin{equation}
f = \frac{1}{1 + e^{(E - E_F)/kT}} .
\end{equation}
Set $u = w/(kT)$. Since $E - E_F = (E_c - E_F) - w$, equation \eqref{eq:nu} gives $e^{(E-E_F)/kT} = e^{-u}/\nu$. Also $w/(kT_t) = u/l$ and $dw/(kT_t) = du/l$. Hence
\begin{equation}
\frac{n_t}{N_t} = \frac{1}{l} \int_0^\infty \frac{e^{-u/l}}{1 + e^{-u}/\nu} \, du .
\label{eq:trapint}
\end{equation}

For $l>1$ and sufficiently small $\nu$, the integrand peaks near the quasi-Fermi level, $u \approx \ln(1/\nu)$, and is much smaller at the lower limit. We therefore extend the lower limit to $-\infty$ and then estimate what was added. In the extended integral put $t = e^{-u}/\nu$. Then $e^{-u/l} = (\nu t)^{1/l}$ and $du = -dt/t$; the minus sign is absorbed by exchanging the limits:
\begin{equation}
\frac{1}{l} \int_{-\infty}^{\infty} \frac{e^{-u/l}}{1 + e^{-u}/\nu} \, du
= \frac{\nu^{1/l}}{l} \int_0^\infty \frac{t^{1/l - 1}}{1+t} \, dt .
\label{eq:extended}
\end{equation}

The last integral has a closed form. Let $b = 1/l$, so that $0<b<1$, and put $t = e^y$:
\begin{equation}
I = \int_{-\infty}^{\infty} \frac{e^{b y}}{1 + e^y} \, dy .
\end{equation}
Integrate the same function around the rectangle with horizontal sides on the real axis and on $\operatorname{Im} y = 2\pi$. The vertical sides vanish at infinity because $0<b<1$. On the upper side the denominator is unchanged, the numerator gains $e^{2\pi i b}$, and the direction is reversed. The enclosed pole at $y = i\pi$ has residue $e^{i\pi b}/e^{i\pi} = -e^{i\pi b}$. Thus
\begin{equation}
\left( 1 - e^{2\pi i b} \right) I = - 2\pi i \, e^{i \pi b} ,
\qquad
I = \frac{2\pi i}{e^{i\pi b} - e^{-i\pi b}} = \frac{\pi}{\sin(\pi b)} .
\end{equation}
With $b = 1/l$, equation \eqref{eq:extended} gives
\begin{equation}
n_t = s N_t \, \nu^{1/l} = s N_t \left( \frac{n}{N_c} \right)^{1/l} .
\label{eq:nt}
\end{equation}

If the Fermi function is replaced by a step, all traps with $u > \ln(1/\nu)$ are full and the others are empty. The integral is then $(1/l)\int_{\ln(1/\nu)}^\infty e^{-u/l} du = \nu^{1/l}$, so $s$ becomes one. The Fermi function empties some traps below $E_F$ and fills some above it. The traps above are more numerous, so the net effect is an increase, $s>1$. For $l \gg 1$ the density varies little over the width $kT$, and $s \to 1$.

\subsection{Error of the extension and the case $l<1$}

The added part of the integral lies at $u<0$. With $u=-y$ it is
\begin{equation}
\frac{1}{l} \int_0^\infty \frac{e^{y/l}}{1 + e^{y}/\nu} \, dy
\simeq \frac{\nu}{l} \int_0^\infty e^{-(1 - 1/l) y} \, dy
= \frac{\nu}{l-1} ,
\label{eq:tail}
\end{equation}
where the one in the denominator was dropped because $e^y/\nu \gg 1$. Relative to the term kept in \eqref{eq:nt}, the error is
\begin{equation}
\frac{\nu^{1-1/l}}{(l-1) s} .
\label{eq:tailrel}
\end{equation}
It vanishes for $\nu \to 0$ at fixed $l>1$, but slowly when $l$ is close to one. There $\sin(\pi/l) \simeq \pi(l-1)$, so $(l-1)s \to 1$ and the error is about $\nu^{\,l-1}$. The power law then needs $(l-1)\ln(1/\nu) \gg 1$. The divergence of $s$ at $l=1$ is a sign that this condition has failed, not a divergence of the trapped charge. In this range \eqref{eq:trapint} should be integrated numerically.

For $l<1$ the trap density falls faster than the Boltzmann factor rises with depth. Shallow traps with $f \simeq \nu e^u$ dominate, and
\begin{equation}
\frac{n_t}{N_t} \simeq \frac{\nu}{l} \int_0^\infty e^{-(1/l - 1)u} \, du = \frac{\nu}{1-l} .
\end{equation}
Taking the upper limit as infinite requires $(1/l-1)\ln(1/\nu)\gg1$, so this result also fails close to $l=1$. Where it holds, the ratio $\theta = n/n_t = (1-l) N_c/N_t$ is constant. If $\theta \ll 1$, inserting $n_t = n/\theta$ and $n = J/(q\mu F)$ into Gauss's law gives $F\,dF/dx = J/(\varepsilon\mu\theta)$. With $F(0)=0$ this yields $F = [2Jx/(\varepsilon\mu\theta)]^{1/2}$ and $V = \tfrac{2}{3}F(L)L$. Squaring the latter and solving for $J$ gives $J = \tfrac{9}{8}\varepsilon\mu\theta V^2/L^3$. The variable exponents of \eqref{eq:law} therefore belong to $l>1$.

\subsection{Integration across the film}

Neglect diffusion for now. In steady state the drift current
\begin{equation}
J = q \mu n F
\label{eq:drift}
\end{equation}
is the same at every $x$, since no charge accumulates. The mobility is taken as independent of field and position. Substitute $n = J/(q\mu F)$ into \eqref{eq:nt}, and the result into \eqref{eq:gauss} without its free charge:
\begin{equation}
\frac{dF}{dx} = \frac{q s N_t}{\varepsilon} \left( \frac{J}{q \mu N_c F} \right)^{1/l} .
\end{equation}
Multiplication by $F^{1/l}$ separates the variables:
\begin{equation}
F^{1/l} \frac{dF}{dx} = A ,
\qquad
A = \frac{q s N_t}{\varepsilon} \left( \frac{J}{q \mu N_c} \right)^{1/l} .
\label{eq:A}
\end{equation}
An ohmic cathode can supply more electrons than the film carries away. In the drift model this is expressed by $F(0)=0$. Integration from the cathode, with $1+1/l = (l+1)/l$, gives
\begin{equation}
\frac{l}{l+1} F^{(l+1)/l} = A x ,
\qquad
F(x) = \left[ \frac{l+1}{l} A x \right]^{l/(l+1)} .
\label{eq:F}
\end{equation}
The drift density $J/(q\mu F)$ diverges at $x=0$. This is the place where diffusion cannot be neglected, and the second half computes the consequence.

Since $F \propto x^{l/(l+1)}$, the integral \eqref{eq:V} divides $F(L)L$ by $l/(l+1)+1 = (2l+1)/(l+1)$:
\begin{equation}
V = \frac{l+1}{2l+1} F(L) L ,
\qquad
F(L) = \frac{2l+1}{l+1} \, \frac{V}{L} .
\label{eq:FL}
\end{equation}
The anode field exceeds the mean field $V/L$ by a factor between $3/2$ for $l \to 1$ and $2$ for $l \to \infty$.

To solve for $J$, equate the two expressions for $F(L)$ and raise both sides to the power $l+1$:
\begin{equation}
\left( \frac{2l+1}{l+1} \right)^{l+1} \frac{V^{l+1}}{L^{l+1}}
= \left( \frac{l+1}{l} \right)^{l} A^l L^l .
\end{equation}
From \eqref{eq:A}, $A^l = (q s N_t/\varepsilon)^l J/(q\mu N_c)$. Dividing by the factors that multiply $J$ moves $L^l$ to the left, where it joins $L^{l+1}$ to form $L^{2l+1}$, and inverts the two factors raised to the power $l$. This is \eqref{eq:law}.

\subsection{Where the exponents come from}

Poisson's equation fixes the trapped charge at about $n_t \sim \varepsilon V/(qL^2)$. The trap distribution turns this into a free density $n \propto n_t^{\,l}$. The field is of order $V/L$. The product is
\begin{equation}
J \propto n F \propto \left( \frac{V}{L^2} \right)^{l} \frac{V}{L} = \frac{V^{l+1}}{L^{2l+1}} .
\end{equation}
A higher voltage injects more charge, the quasi-Fermi level rises into more numerous traps, and the fraction of electrons that are free increases.

The link between the two exponents is more general than the exponential distribution. Let the total charge be any local function of $n$, the same at all $x$, and keep drift alone, with $F(0)=0$. Then $dF/dx = g(J/F)$ with some function $g$. Put $x = L\xi$ and $F = L\tilde F$:
\begin{equation}
\frac{d\tilde F}{d\xi} = g\left( \frac{J/L}{\tilde F} \right) ,
\qquad
\frac{V}{L^2} = \int_0^1 \tilde F \, d\xi .
\end{equation}
Thickness has disappeared except in the combinations $J/L$ and $V/L^2$, so $J/L = \Phi(V/L^2)$ with some function $\Phi$. If the local voltage exponent is $m = \partial\ln J/\partial\ln V$, differentiation at fixed $V$ gives
\begin{equation}
- \frac{\partial \ln J}{\partial \ln L} = 2m - 1 .
\label{eq:pair}
\end{equation}
For $m=l+1$ this is $2l+1$. A film series that violates \eqref{eq:pair} violates at least one assumption of the uniform drift model, whatever its trap distribution.

\section{Evaluation, corrections and limits}

\subsection{Symbols and results carried over}

The magnitudes $J$, $F$ and $V$ are positive, the cathode is at $x=0$, and the anode is at $x=L$. The densities $n$ and $n_t$ are free and trapped, $\nu=n/N_c$, $l=T_t/T>1$, and $s=(\pi/l)/\sin(\pi/l)$. The first half gave $n_t=sN_t\nu^{1/l}$, $F\propto x^{l/(l+1)}$, and the law \eqref{eq:law}. Write $V_T=kT/q$ and let a subscript $a$ denote the anode.

For evaluation it is convenient to avoid the large powers in \eqref{eq:law} and to compute in this order:
\begin{align}
F_a &= \frac{2l+1}{l+1} \frac{V}{L} , &
n_{t,a} &= \frac{\varepsilon}{q} \, \frac{l}{l+1} \, \frac{F_a}{L} ,
\label{eq:step1} \\
\nu_a &= \left( \frac{n_{t,a}}{s N_t} \right)^{l} , &
J &= q \mu N_c \nu_a F_a .
\label{eq:step2}
\end{align}
The second relation is Gauss's law with $dF/dx = [l/(l+1)]F/x$ at $x=L$. Substituting the first three relations into the fourth recovers \eqref{eq:law}. This route also supplies the quantities needed to judge whether the law applies.

\subsection{A worked example}

Take the model parameters $T=300$~K, $T_t=600$~K, $L=500$~nm, $V=20$~V, relative permittivity 10, $\mu=10^{-5}$~m$^2$/(V\,s), $N_c=2.5\times10^{25}$~m$^{-3}$ and $N_t=10^{25}$~m$^{-3}$. Then $l=2$ and $s=\pi/2=1.571$. Equations \eqref{eq:step1} and \eqref{eq:step2} give
\begin{align}
F_a &= \frac{5}{3} \times \frac{20}{5\times10^{-7}} = 6.67\times10^{7}~\text{V/m} , \\
n_{t,a} &= \frac{\varepsilon}{q} \times \frac{2}{3} \times \frac{6.67\times10^{7}}{5\times10^{-7}} = 4.91\times10^{22}~\text{m}^{-3} , \\
\nu_a &= \left( \frac{4.91\times10^{22}}{1.571\times10^{25}} \right)^2 = 9.78\times10^{-6} .
\end{align}
The free density is $n_a=N_c\nu_a=2.45\times10^{20}$~m$^{-3}$, about $0.5\%$ of the trapped density. The current density is
\begin{equation}
J = q \mu n_a F_a = 2.61\times10^{4}~\text{A/m}^2 = 2.61~\text{A/cm}^2 .
\end{equation}

Step occupation, $s=1$, would give $6.44\times10^4$~A/m$^2$, larger by $s^2=2.47$. In the other direction, a fit that sets $s=1$ returns $sN_t$ as the trap density, here $57\%$ above the true $N_t$ of the model. The exponents are not affected.

The drift law for exponential traps has been derived, its voltage and thickness exponents have been linked, and the current has been evaluated for one example. It remains to find the corrections from free charge, the band edge and diffusion, and to treat the temperature dependence and the conditions for using the law.
